# Critical misfit for the first dislocation in an elastic chain

Lattice mismatch alone does not tell us whether an epitaxial film contains dislocations. If it did, every film with misfit \(f\) would carry one dislocation per length of about \(a/|f|\), where \(a\) is the substrate period. For a monolayer with \(a=2.5\) angstrom and \(|f|=1.0\%\), that rule puts dislocations about 250 angstrom apart. In the model below, with rough parameters for hexagonal boron nitride (hBN), adding even one dislocation to this film costs 0.28 eV per atomic row. The film prefers to stay strained. What is missing from the rule is a threshold: a dislocation lowers the total energy only when the misfit energy it releases exceeds the energy of its core.

## The model and its energy

Cells numbered \(n=0,\dots,N\) are joined by harmonic springs of constant \(k\) and natural spacing \(b\). They lie on a rigid substrate of period \(a\). The number of cells is fixed, both ends are free, and the temperature is zero. Write the positions as \(x_n=na+u_n\) and define

\[
\delta=b-a,\qquad f=\delta/a .
\]

A spring has length \(a+u_{n+1}-u_n\), so its extension beyond \(b\) is \(u_{n+1}-u_n-\delta\). The energy is

\[
E=\sum_{n=0}^{N-1}\frac k2(u_{n+1}-u_n-\delta)^2+\sum_{n=0}^{N}V(u_n),
\]
\[
V(u)=\frac W2\left(1-\cos\frac{2\pi u}{a}\right)=W\sin^2\frac{\pi u}{a}.
\]

Here \(W\) is the energy difference per cell between the worst and best registry. The algebra is in atomic units; the problem is classical, so \(\hbar\) does not appear.

Take \(f>0\). The case \(f<0\) follows from \(u\to-u\), because \(V\) is even. A dislocation is a region in which \(u\) rises by \(a\), from one well to the next. The film then has one cell fewer than the substrate periods it covers. For \(f<0\), \(u\) falls by \(a\) and the film has one cell more.

Expanding the square gives a term \(-k\delta(u_{n+1}-u_n)\) for each spring. In the sum all intermediate displacements cancel:

\[
-k\delta\sum_{n=0}^{N-1}(u_{n+1}-u_n)=-k\delta(u_N-u_0).
\]

A rise by \(a\) therefore releases \(k\delta a=ka^2f\), wherever the dislocation sits.

If \(u\) changes little from cell to cell, \(n\) can be treated as continuous, with \(u'=du/dn\). Then

\[
E=E_0+\int_0^N\left[\frac k2u'^2+V(u)\right]dn-k\delta(u_N-u_0),
\tag{1}
\]

with \(E_0=Nk\delta^2/2\), the energy of a film held in perfect registry. The natural length, counted in cells, is

\[
l_0=\sqrt{\frac{ka^2}{2W}} .
\]

The continuum form requires \(l_0\gg1\): stiff springs and weak corrugation.

## First derivation: a lower bound on the energy

Define \(s(u)=\sqrt{2V/k}=(a/l_0)|\sin(\pi u/a)|\). Since \(V=ks^2/2\), completing the square gives

\[
\frac k2u'^2+V=\frac k2(u'-s)^2+ks\,u'.
\]

The last term integrates to a function of the end displacements alone, because \(u'\,dn=du\). Equation (1) becomes

\[
E-E_0=\frac k2\int_0^N(u'-s)^2dn+G(u_N)-G(u_0),
\tag{2}
\]
\[
G(u)=k\int_0^u[s(v)-\delta]\,dv .
\]

The integral in (2) cannot be negative, so \(E-E_0\ge G(u_N)-G(u_0)\).

Over one period \(G\) changes by \(E_s-k\delta a\), where

\[
E_s=k\int_0^a s\,du=\frac{ka}{l_0}\int_0^a\sin\frac{\pi u}{a}\,du
=\frac{2ka^2}{\pi l_0}=\frac{2a}{\pi}\sqrt{2kW}.
\tag{3}
\]

The sine integral is \(2a/\pi\), and the last form uses \(a/l_0=\sqrt{2W/k}\).

**The free ends.** The bound is lowest when \(G(u_N)\) is at a minimum and \(G(u_0)\) at a maximum. Both need \(G'=k(s-\delta)=0\), or \(|\sin(\pi u/a)|=fl_0\). For \(fl_0<1\) define

\[
u^*=\frac a\pi\arcsin(fl_0).
\]

Between \(-u^*\) and \(u^*\), \(s<\delta\) and \(G\) falls; just outside, it rises. Thus \(u^*\) is a minimum and \(-u^*\) a maximum, and both repeat with period \(a\). Since \(s\) is even, \(G\) is odd, and \(G(u^*)-G(-u^*)=2G(u^*)<0\).

Consider first \(u_N\ge u_0\). The candidates are \(u_0=-u^*\) and \(u_N=u^*+ma\), with \(m=0,1,2,\dots\), up to a common shift by whole periods. Their bounds are

\[
B_m=2G(u^*)+m(E_s-k\delta a).
\tag{4}
\]

The borderline case \(u_N=u_0\) gives zero, which lies above \(B_0\). If \(u_N<u_0\), every term added to \(E_0\) in (1) is non-negative, so these states also lie above \(B_0\).

The bounds are approached in a long chain by profiles that obey \(u'=s\). With \(\theta=\pi u/a\), this equation reads \(\theta'=(\pi/l_0)\sin\theta\) for \(0<\theta<\pi\). Separating variables gives \(\ln\tan(\theta/2)=\pi n/l_0\), with \(n\) measured from the centre, so

\[
u(n)=\frac{2a}{\pi}\arctan e^{\pi n/l_0}.
\tag{5}
\]

This is the dislocation, or soliton. Its slope at the centre is \(a/l_0\), so \(l_0\) measures the core width. Its tails approach the wells exponentially, which is why the chain must be much longer than \(l_0\).

The end term \(2G(u^*)\) in (4) is common to all \(m\) and cancels in the comparison. For \(E_s>k\delta a\) the coherent state \(m=0\) is lowest. For \(E_s<k\delta a\) one dislocation lowers the energy. The threshold is \(E_s=ka^2f_c\), and with (3),

\[
\boxed{\,f_c=\frac{2}{\pi l_0}=\frac2\pi\sqrt{\frac{2W}{ka^2}}\,}
\tag{6}
\]

Equation (4) also shows that no group of dislocations becomes favourable before a single one does.

**Metastability.** The threshold compares energies; it does not say that a dislocation can get in. It enters from an end, where \(G\) supplies a barrier beyond \(u^*\). The barrier vanishes when \(fl_0=1\), since \(G\) then no longer has a minimum. The coherent state can therefore survive up to

\[
f_m=\frac1{l_0}=\frac\pi2f_c .
\]

Between \(f_c\) and \(f_m\) a perfect film at zero temperature may remain coherent although a dislocation would lower its energy. A defect at the edge could help a dislocation in, so \(f_m\) applies to a clean end.

## Second derivation: dilution of a dislocation array

The same threshold follows from the opposite side, by starting with a film full of dislocations and asking when their equilibrium spacing diverges. This route uses the force balance and no free ends.

Setting the derivative of the discrete energy with respect to an interior \(u_n\) to zero gives \(k(u_{n+1}-2u_n+u_{n-1})=V'(u_n)\). In the continuum this is \(ku''=V'(u)\). Multiplying by \(u'\) and integrating,

\[
\frac k2u'^2-V(u)=C .
\]

For \(C>0\) the slope never vanishes, and \(u\) climbs through well after well: a regular array. The number of cells per dislocation is

\[
\ell(C)=\int_0^a\frac{du}{u'}=\int_0^a\sqrt{\frac{k}{2(V+C)}}\,du .
\]

To find the energy, use \(V=ku'^2/2-C\), which turns the integrand of (1) into \(ku'^2-C\). Over one dislocation,

\[
\int_0^\ell(ku'^2-C)\,dn=A(C)-C\ell,\qquad
A(C)=\int_0^a\sqrt{2k(V+C)}\,du,
\]

since \(ku'^2dn=ku'\,du\) and \(ku'=\sqrt{2k(V+C)}\). Subtracting the released energy \(k\delta a\) and dividing by \(\ell\), the energy per cell relative to perfect registry is

\[
e(C)=\frac{A(C)-k\delta a}{\ell(C)}-C .
\]

Differentiating \(A\) under the integral gives \(A'(C)=\ell(C)\). Hence the terms \(A'/\ell\) and \(-1\) cancel in

\[
\frac{de}{dC}=-\frac{\ell'(C)}{\ell^2}\,[A(C)-k\delta a].
\tag{7}
\]

A larger \(C\) means a steeper profile and a smaller \(\ell\), so \(\ell'<0\). The sign of \(de/dC\) is the sign of \(A-k\delta a\), and \(A\) grows with \(C\). There are two cases.

If \(k\delta a>A(0)\), there is one \(C>0\) with \(A(C)=k\delta a\). It is a minimum, with \(e=-C<0\): the array beats registry.

If \(k\delta a\le A(0)\), \(e\) rises with \(C\) for all \(C>0\). The best choice is \(C\to0\), where \(\ell\to\infty\): the dislocations leave.

The boundary is \(k\delta a=A(0)=\int_0^a\sqrt{2kV}\,du\). Inserting \(V\),

\[
ka^2f_c=\sqrt{2kW}\int_0^a\sin\frac{\pi u}{a}\,du=\frac{2a}{\pi}\sqrt{2kW},
\]

which is (6) again.

**Just above threshold.** Put \(c=C/W\). Then

\[
\ell=\frac{2l_0}{\pi}\int_0^{\pi/2}\frac{d\theta}{\sqrt{\sin^2\theta+c}} .
\]

For small \(c\), split the integral at \(\eta\) with \(\sqrt c\ll\eta\ll1\). Below \(\eta\), \(\sin\theta\approx\theta\) gives \(\ln(2\eta/\sqrt c)\). Above it, \(c\) is negligible and the result is \(-\ln\tan(\eta/2)\approx\ln(2/\eta)\). The sum is \(\ln(4/\sqrt c)\), independent of \(\eta\), so

\[
\ell\simeq\frac{l_0}{\pi}\ln\frac{16W}{C},\qquad C\simeq16We^{-\pi\ell/l_0}.
\]

Because \(A'=\ell\), the excess misfit obeys

\[
ka^2(f-f_c)=\int_0^C\ell\,dC'\simeq C\left(\ell+\frac{l_0}{\pi}\right).
\]

With \(W/(ka^2)=1/(2l_0^2)\),

\[
f-f_c\simeq\frac{8}{l_0^2}\left(\ell+\frac{l_0}{\pi}\right)e^{-\pi\ell/l_0}.
\]

The density \(1/\ell\) starts from zero continuously but rises very steeply, because distant dislocations repel only through their exponential tails.

**Far above threshold.** For \(C\gg W\), \(V\) can be dropped. Then \(A\approx a\sqrt{2kC}=k\delta a\) gives \(u'\approx\sqrt{2C/k}=\delta\), and \(\ell\approx a/\delta=1/f\). The geometric rule of the opening paragraph is thus the large-misfit limit.

## What each derivation assumes

Both treat a continuous profile, harmonic springs, a rigid substrate, one displacement component and zero temperature. Both need only the integral of \(\sqrt{2kV}\), so another periodic \(V\), with a single zero minimum per period, changes the number \(2/\pi\) but not the method.

The first derivation assumes a long film with free ends and a fixed number of cells. It does not assume equilibrium or regular spacing: the bound covers every smooth profile. It also gives the metastability limit, but not the density above \(f_c\).

The second assumes an equilibrium array of equal spacing and ignores the ends. It gives the density and shows that the onset is continuous, but it is silent about how a dislocation enters.

## Correction for discrete cells

For a smooth dislocation with flat tails, replacing the sum over cells by an integral brings no correction in powers of \(1/l_0\), because all derivatives vanish at the limits. The difference between neighbours does bring one. About the middle of a spring,

\[
u(n+\tfrac12)-u(n-\tfrac12)=u'+\frac{u'''}{24}+\dots
\]

Its square is \(u'^2+u'u'''/12\) to this order, and integration by parts turns the second term into \(-u''^2/12\). The spring energy thus changes by \(\Delta E=-(k/24)\int u''^2dn\). The profile (5) can be used unchanged, since it minimizes the leading energy and its own change matters only at the next order.

From \(u'=(a/l_0)\sin\theta\) and \(\theta'=(\pi/l_0)\sin\theta\), we have \(u''=(\pi a/l_0^2)\sin\theta\cos\theta\). With \(dn=l_0\,d\theta/(\pi\sin\theta)\),

\[
\int u''^2dn=\frac{\pi a^2}{l_0^3}\int_0^\pi\sin\theta\cos^2\theta\,d\theta=\frac{2\pi a^2}{3l_0^3}.
\]

Thus \(\Delta E=-\pi ka^2/(36l_0^3)\). Dividing by \(E_s\) from (3),

\[
f_c\simeq\frac{2}{\pi l_0}\left(1-\frac{\pi^2}{72l_0^2}\right).
\]

Direct minimization of the discrete energy, for chains symmetric about their centre, tests these results. At \(l_0=8\) the coherent and dislocated energies cross at \(f=0.07941\), against 0.07958 from (6). The measured lattice correction is 1.007 times the formula at \(l_0=10\) and 1.002 times at \(l_0=20\). At \(l_0=12\), with \(fl_0\) raised in steps of 0.002, the coherent state was last found at \(fl_0=1.002\), close to the continuum limit of 1. In a short chain of 30 cells with \(l_0=5\), the first dislocation becomes favourable at 12.66% and the second at 12.81%, as expected from repulsion.

## A stretched boron nitride contact

Consider an hBN monolayer on a thick hBN crystal stretched along a lattice vector, with the crystal's width held fixed. The natural film spacing is then smaller than the substrate period, so \(f<0\); the magnitudes below refer to the stretched period. The coherent film is in tension and has no tendency to buckle. At the centre of a dislocation core the film is compressed as long as \(|f|<1/l_0\); the model leaves out any buckling there. Rough inputs are \(a=2.5\) angstrom, \(C_{11}=18\) eV/angstrom² and \(W=0.020\) eV per cell, where \(W\) now means the highest registry energy along the straight slip path, measured from the best registry.

A cell has area \(\sqrt3a^2/2\). Equating \(\frac12C_{11}(\Delta u/a)^2\) times this area to \(\frac12k(\Delta u)^2\) gives

\[
k=\frac{\sqrt3}{2}C_{11}=15.59\ \text{eV/angstrom}^2,\qquad ka^2=97.43\ \text{eV}.
\]

Then

\[
l_0=\sqrt{\frac{97.43}{2\times0.020}}=49.35,\qquad
f_c=\frac{2}{\pi\times49.35}=1.29\%.
\]

The core is 123 angstrom (12.3 nm) wide. The dislocation energy is \(97.43\times0.0129=1.26\) eV per row (0.046 hartree). At 1.0% stretch, adding a dislocation costs 0.28 eV per row; at 1.6% it gains 0.30 eV. In this model the second film is still below the metastability limit of 2.03%, so a clean edge would not admit the dislocation spontaneously. That conclusion is fragile: halving \(W\) lowers the limit to 1.43%, and a slip path that bends through a lower-energy stacking lowers it too, so it cannot be carried over to real hBN.

**How far the neglected effects move the threshold.** The discrete lattice lowers \(f_c\) by only 0.006% of its value. The uncertain \(W\) matters far more: since \(f_c\propto\sqrt W\), halving or doubling it gives 0.91% or 1.82%. A curved slip path or splitting into partial dislocations could lower \(E_s\) further; neither is calculated here. Other effects act the opposite way: a registry energy with a flatter top than \(\sin^2\) at the same \(W\) raises \(\int\sqrt{2kV}\,du\), and anharmonic bonds that soften in tension raise \(f_c\) of a stretched film by one or two percent of its value. Thus 1.29% is neither an upper nor a lower bound, and for real hBN at 1.0% stretch even the sign of the energy to add a dislocation is uncertain.

If the substrate is instead a single free layer of another material, with natural period \(a\) and spring constant \(k_s\), its displacement \(u_s\) adds \(k_su_s'^2/2\). With relative displacement \(\varphi=u-u_s\), minimizing over \(u_s'\) gives \(u_s'=k(\delta-\varphi')/(k+k_s)\). Substitution leaves \(\frac12k_r(\varphi'-\delta)^2\), where \(k_r=kk_s/(k+k_s)\). Hence \(f_c\) grows by the factor \(\sqrt{1+k/k_s}\), or \(\sqrt2\) for layers of equal stiffness, to 1.82%. A thick crystal held at fixed stretch behaves differently: local relaxation lowers \(E_s\) without reducing the released energy, so \(f_c\) falls. The shift is not small: in a one-component model of a stack of hBN layers, coupled harmonically with the curvature of the same registry potential, \(f_c\) drops by about 13%, to 1.12%, and the cost of a dislocation at 1.0% stretch shrinks to about 0.12 eV per row.

If the misfit is equal along both axes, the transverse strain is held at \(-f\). The elastic coupling \(C_{12}\) then multiplies the released energy by \(1+C_{12}/C_{11}\). With the rough ratio 0.20, \(f_c\) drops to 1.07%. At 300 K, the thermal energy of 0.0259 eV equals the formation energy of one row when \(|f|\) lies 0.027 percentage points below \(f_c\). This compares energies for a single row only; a real dislocation line crosses many rows, and its thermal behaviour is not calculated here.

**Silicide contacts.** Epitaxial silicides are bonded more strongly to their substrate. As a model comparison, not data for a silicide, take \(W=1.0\) eV per cell with the same film stiffness. The core shrinks to 7.0 cells and \(f_c\) rises to 9.1%. Strains of this size lie outside the harmonic range; anharmonicity of ordinary strength shifts the threshold by roughly a tenth of its value, up in tension and down in compression. This is also a one-layer value. If \(h\) layers strained uniformly, \(k\propto h\) would give \(f_c\propto h^{-1/2}\), but uniform strain requires a core much wider than the film is thick. Thick silicide films break that condition, and their substrates also deform, so 9.1% must not be used as a design limit for them.

The remaining values are in the numerical output.

## Numbers as computed

```
TESTS ON MODEL CHAINS
Free-chain crossing, L=8: 0.079405 (fraction)
Continuum f_c, L=8: 0.079577 (fraction)
Lattice correction, measured/formula, L=10: 1.0066
Lattice correction, measured/formula, L=20: 1.0016
End displacement, chain, L=12: 0.2207 a
End displacement, formula, L=12: 0.2197 a
Last coherent misfit times L, L=12: 1.002
First entry, 30 cells, L=5: 12.664 %
Second entry, 30 cells, L=5: 12.811 %
EXAMPLE: hBN MONOLAYER ON STRETCHED hBN, ROUGH INPUTS
Substrate period a: 2.50 angstrom
Layer stiffness C11: 18.0 eV/angstrom^2
Corrugation W: 0.020 eV per cell
Stiffness ratio C12/C11: 0.20
Spring constant k: 15.588 eV/angstrom^2
Elastic energy scale k a^2: 97.428 eV
Core width L: 49.35 cells
Core width: 123.4 angstrom
Core width, converted: 12.34 nm
Critical misfit f_c: 1.290 %
Metastability limit 1/L: 2.026 %
Dislocation energy, formula: 1.25676 eV per row
Dislocation energy, discrete chain: 1.25669 eV per row
Dislocation energy, converted: 0.04618 hartree per row
Energy to add one at 1.0 % stretch: +0.2824 eV per row
Energy to add one at 1.6 % stretch: -0.3022 eV per row
NEGLECTED EFFECTS FOR THE EXAMPLE
Lattice discreteness, change of f_c: -0.0056 %
f_c with one free hBN layer as substrate: 1.824 %
f_c with equal biaxial misfit: 1.075 %
f_c with W halved: 0.912 %
f_c with W doubled: 1.824 %
Temperature: 300 K
Thermal energy: 0.02585 eV
Thermal misfit scale, one row: 0.0265 %
STRONGLY BONDED MODEL INTERFACE, SAME FILM STIFFNESS
Corrugation W: 1.0 eV per cell
Core width L: 6.980 cells
Critical misfit, discrete chain: 9.095 %
```
